# Well-tempered bias on the potential energy and the replica ladder: a program that tests the result

```python
"""
Well-tempered biasing of the potential energy U.
Result under test: the converged bias turns the canonical density P(U) into
P(U)**(1/gamma).  For a large single-phase system the mean of U is nearly
unchanged, the variance is multiplied by gamma, and the number of temperature
intervals in replica exchange at fixed acceptance falls by sqrt(gamma).
Symbols: gamma = bias factor, beta = 1/kT, c = configurational heat capacity / k,
log_dos = logarithm of the configurational density of states,
log_weight = logarithm of the sampling weight of a configuration of energy U.
Tests use kT = 1 for the coldest replica; the worked example is printed in eV.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import betainc, erfc, erfcinv, gammaln, logsumexp


def normalised(log_p):
    p = np.exp(log_p - log_p.max())
    return p / p.sum()


def mean_var(U, p):
    mean = np.sum(p * U)
    return mean, np.sum(p * (U - mean) ** 2)


def biased_log_weight(U, log_dos, beta, gamma):
    """-beta*(U + V), with V = (1 - 1/gamma) kT ln P(U)."""
    return -beta * U - (1 - 1 / gamma) * (log_dos - beta * U)


def swap_quadrature(log_dos, w1, w2):
    """Mean Metropolis acceptance of a swap, by a double sum over energies."""
    p1, p2 = normalised(log_dos + w1), normalised(log_dos + w2)
    difference = w1 - w2
    log_ratio = difference[None, :] - difference[:, None]
    return p1 @ np.exp(np.minimum(0.0, log_ratio)) @ p2


# --- Growth of the bias in time, from the deposition law ----------------------
c_test, g_test = 61.0, 4.0
U = np.arange(10.0, 180.5, 1.0)
log_p = (c_test - 1) * np.log(U) - U


def growth(log_time, V):
    return np.exp(log_time - V / (g_test - 1)) * normalised(log_p - V)


V, ds = np.zeros_like(U), 0.02
for s in np.arange(-5.0, 25.0, ds):
    k1 = growth(s, V)
    k2 = growth(s + ds / 2, V + ds / 2 * k1)
    k3 = growth(s + ds / 2, V + ds / 2 * k2)
    k4 = growth(s + ds, V + ds * k3)
    V = V + ds / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
grown = normalised(log_p - V)
assert np.max(np.abs(grown - normalised(log_p / g_test))) < 1e-5
grown_mean, grown_var = mean_var(U, grown)
assert abs(grown_mean / (c_test - 1 + g_test) - 1) < 1e-3
assert abs(grown_var / (g_test * (c_test - 1 + g_test)) - 1) < 1e-3

# --- Metropolis sampling of coordinates with the explicit bias ----------------
rng = np.random.default_rng(7)
n_coord, walkers, mc_gamma, T_hot = 40, 2000, 4.0, 1.5
mc_c = n_coord / 2


def mc_weight(U, T):
    return biased_log_weight(U, (mc_c - 1) * np.log(U), 1 / T, mc_gamma)


def sample_energies(T):
    x = rng.standard_normal((walkers, n_coord)) * np.sqrt(T)
    energy = 0.5 * np.sum(x * x, axis=1)
    kept = []
    for step in range(1200):
        trial = x + 0.4 * np.sqrt(T) * rng.standard_normal(x.shape)
        e_trial = 0.5 * np.sum(trial * trial, axis=1)
        log_r = mc_weight(e_trial, T) - mc_weight(energy, T)
        ok = np.log(1.0 - rng.random(walkers)) < log_r
        x[ok], energy[ok] = trial[ok], e_trial[ok]
        if step >= 400 and step % 10 == 0:
            kept.append(energy.copy())
    return np.concatenate(kept)


cold, hot = sample_energies(1.0), sample_energies(T_hot)
log_r = (mc_weight(hot, 1.0) + mc_weight(cold, T_hot)
         - mc_weight(cold, 1.0) - mc_weight(hot, T_hot))
assert np.allclose(log_r, (1 - 1 / T_hot) * (cold - hot) / mc_gamma)
mc_swap = np.mean(np.exp(np.minimum(0.0, log_r)))
mc_shape = (mc_c - 1) / mc_gamma + 1
mc_swap_formula = 2 * betainc(mc_shape, mc_shape, 1 / (1 + T_hot))
mc_mean_formula = mc_c - 1 + mc_gamma
mc_var_formula = mc_gamma * mc_mean_formula
# tolerances are about four statistical standard errors
assert abs(cold.mean() - mc_mean_formula) < 0.4
assert abs(cold.var() / mc_var_formula - 1) < 0.07
assert abs(mc_swap - mc_swap_formula) < 0.02

# --- Mean shift when the heat capacity depends on temperature -----------------
# harmonic modes (c = 600) plus 4000 two-level excitations of energy 1
n_two = 4000
U = np.arange(1080.0, 2281.0, 1.0)
k = np.arange(n_two + 1)
log_binomial = gammaln(n_two + 1) - gammaln(k + 1) - gammaln(n_two - k + 1)
rest = np.maximum(U[:, None] - k[None, :], 1e-300)
log_dos = logsumexp(log_binomial + 599.0 * np.log(rest), axis=1)
dT = 0.02
m_lo, m_0, m_hi = [mean_var(U, normalised(log_dos - U / T))[0]
                   for T in (1 - dT, 1.0, 1 + dT)]
heat_cap = (m_hi - m_lo) / (2 * dT)
heat_cap_slope = (m_hi - 2 * m_0 + m_lo) / dT ** 2
var_0 = mean_var(U, normalised(log_dos - U))[1]
m_b, var_b = mean_var(U, normalised((log_dos - U) / 4.0))
shift_found = m_b - m_0
shift_formula = 3.0 * (1 + heat_cap_slope / (2 * heat_cap))
assert abs(var_0 / heat_cap - 1) < 0.01
assert abs(shift_found / shift_formula - 1) < 0.03
assert abs(var_b / var_0 / 4.0 - 1) < 0.03

# --- Gaussian density: moments, swaps, reweighting ----------------------------
width, g_gauss, beta_2 = 30.0, 9.0, 0.93
U = np.arange(-1600.0, -150.0, 2.0)
log_dos = -U ** 2 / (2 * width ** 2)
w1 = biased_log_weight(U, log_dos, 1.0, g_gauss)
w2 = biased_log_weight(U, log_dos, beta_2, g_gauss)
p_plain, p_bias = normalised(log_dos - U), normalised(log_dos + w1)
m_plain, v_plain = mean_var(U, p_plain)
m_bias, v_bias = mean_var(U, p_bias)
assert abs(m_bias - m_plain) < 1e-3 * width
assert abs(v_bias / v_plain / g_gauss - 1) < 1e-3
gauss_swap = swap_quadrature(log_dos, w1, w2)
gauss_swap_formula = erfc((1 - beta_2) * width / (2 * np.sqrt(g_gauss)))
assert abs(gauss_swap - gauss_swap_formula) < 2e-3
kish_gauss = 1 / np.sum(p_plain ** 2 / p_bias)
assert abs(kish_gauss - np.sqrt(2 * g_gauss - 1) / g_gauss) < 1e-3
bridge_gauss = swap_quadrature(log_dos, -U, w1)
assert abs(bridge_gauss - 4 / np.pi * np.arctan(1 / np.sqrt(g_gauss))) < 3e-3

# --- Two separated peaks: the mean is not preserved ---------------------------
z = np.arange(-40.0, 40.0, 0.05)
log_two = np.logaddexp(np.log(0.9) - (z + 10) ** 2 / 2,
                       np.log(0.1) - (z - 10) ** 2 / 2)
two_mean = mean_var(z, normalised(log_two))[0]
two_mean_b = mean_var(z, normalised(log_two / 4.0))[0]
minor_b = normalised(log_two / 4.0)[z > 0].sum()
assert abs(minor_b - 0.1 ** 0.25 / (0.1 ** 0.25 + 0.9 ** 0.25)) < 5e-3
assert two_mean_b - two_mean > 3.0

# --- Worked example: periodic harmonic solid ----------------------------------
atoms, T_min, T_max, target, gamma = 512, 300.0, 1200.0, 0.25, 16.0
c = (3 * atoms - 3) / 2
kT = constants.k * T_min / constants.e
U = np.arange(100.0, 2400.0, 2.0)
log_dos = (c - 1) * np.log(U)
p_plain = normalised(log_dos - U)
w_bias = biased_log_weight(U, log_dos, 1.0, gamma)
p_bias = normalised(log_dos + w_bias)
m_plain, v_plain = mean_var(U, p_plain)
m_bias, v_bias = mean_var(U, p_bias)
assert abs(m_bias - m_plain - (gamma - 1)) < 0.02
assert abs(v_bias / v_plain / (gamma * (1 + (gamma - 1) / c)) - 1) < 1e-3
kish = 1 / np.sum(p_plain ** 2 / p_bias)
bridge = swap_quadrature(log_dos, -U, w_bias)


def swap_harmonic(log_ratio_T, g):
    shape = (c - 1) / g + 1
    return 2 * betainc(shape, shape, 1 / (1 + np.exp(log_ratio_T)))


def swap_direct(intervals, g):
    ratio = (T_max / T_min) ** (1 / intervals)
    return swap_quadrature(log_dos, biased_log_weight(U, log_dos, 1.0, g),
                           biased_log_weight(U, log_dos, 1 / ratio, g))


span = np.log(T_max / T_min)
ladder = {}
for g in (1.0, 4.0, gamma):
    spacing = brentq(lambda d: swap_harmonic(d, g) - target, 1e-6, 2.0)
    n_exact = span / spacing
    n_gauss = span * np.sqrt(c / g) / (2 * erfcinv(target))
    n = int(np.ceil(n_exact))
    assert n == int(np.ceil(n_gauss))
    acceptance = swap_direct(n, g)
    assert abs(acceptance - swap_harmonic(span / n, g)) < 2e-3
    assert acceptance > target > swap_direct(n - 1, g)
    ladder[g] = (n_gauss, n_exact, n, acceptance)
interval_ratio = ladder[1.0][1] / ladder[gamma][1]
assert abs(interval_ratio / np.sqrt(gamma) - 1) < 0.02

print("TESTS (energies in units of kT of the cold replica)")
print(f"bias grown in time, c={c_test:.0f}, gamma={g_test:.0f}: "
      f"mean {grown_mean:.3f}, variance {grown_var:.2f}")
print(f"  formula: mean {c_test - 1 + g_test:.3f}, "
      f"variance {g_test * (c_test - 1 + g_test):.2f}")
print(f"Metropolis, {n_coord} coordinates, gamma={mc_gamma:.0f}: "
      f"mean {cold.mean():.2f}, variance {cold.var():.1f}")
print(f"  formula: mean {mc_mean_formula:.2f}, variance {mc_var_formula:.1f}")
print(f"  swap acceptance at T ratio {T_hot}: sampled {mc_swap:.3f}, "
      f"formula {mc_swap_formula:.3f}")
print(f"two-level solid, gamma=4: C/k {heat_cap:.1f}, "
      f"T C'/k {heat_cap_slope:.1f}")
print(f"  mean shift: computed {shift_found:.3f}, formula {shift_formula:.3f}")
print(f"  variance ratio {var_b / var_0:.3f}")
print(f"Gaussian swap, gamma={g_gauss:.0f}: quadrature {gauss_swap:.4f}, "
      f"formula {gauss_swap_formula:.4f}")
print(f"two peaks 20 widths apart, gamma=4: minor weight 0.1 -> {minor_b:.3f}")
print(f"  mean in peak widths: {two_mean:.2f} -> {two_mean_b:.2f}")
print("WORKED EXAMPLE: periodic harmonic solid")
print(f"atoms {atoms}, c = C/k {c:.1f}, gamma {gamma:.0f}")
print(f"T range {T_min:.0f} to {T_max:.0f} K, ln(Tmax/Tmin) {span:.4f}")
print(f"target acceptance {target}, inverse erfc {erfcinv(target):.4f}")
print(f"kT at Tmin: {kT:.5f} eV")
print(f"mean U unbiased {m_plain * kT:.3f} eV, biased {m_bias * kT:.3f} eV")
print(f"mean shift {(m_bias - m_plain) * kT:.3f} eV = "
      f"{100 * (m_bias / m_plain - 1):.2f} percent of the mean")
print(f"std of U unbiased {np.sqrt(v_plain) * kT:.3f} eV, "
      f"biased {np.sqrt(v_bias) * kT:.3f} eV")
print(f"variance ratio {v_bias / v_plain:.2f}")
for g, (n_gauss, n_exact, n, acceptance) in ladder.items():
    print(f"gamma {g:.0f}: intervals Gaussian {n_gauss:.2f}, harmonic "
          f"{n_exact:.2f}, used {n}; replicas {n + 1}; "
          f"acceptance {acceptance:.3f}")
print(f"ratio of unrounded harmonic intervals {interval_ratio:.3f}")
n_short = ladder[gamma][2]
temps = T_min * (T_max / T_min) ** (np.arange(n_short + 1) / n_short)
print("biased ladder in K: " + ", ".join(f"{T:.0f}" for T in temps))
print(f"effective sample fraction: harmonic {kish:.3f}, "
      f"Gaussian formula {np.sqrt(2 * gamma - 1) / gamma:.3f}")
print(f"swap with unbiased replica at Tmin: harmonic {bridge:.3f}, "
      f"Gaussian formula {4 / np.pi * np.arctan(1 / np.sqrt(gamma)):.3f}")
print(f"replicas: unbiased ladder {ladder[1.0][2] + 1}, biased ladder "
      f"{n_short + 1}, biased plus one unbiased {n_short + 2}")
print("tests ok")
```

It prints:

```
TESTS (energies in units of kT of the cold replica)
bias grown in time, c=61, gamma=4: mean 64.000, variance 256.00
  formula: mean 64.000, variance 256.00
Metropolis, 40 coordinates, gamma=4: mean 23.05, variance 90.7
  formula: mean 23.00, variance 92.0
  swap acceptance at T ratio 1.5: sampled 0.501, formula 0.503
two-level solid, gamma=4: C/k 1386.6, T C'/k -1209.6
  mean shift: computed 1.693, formula 1.691
  variance ratio 4.005
Gaussian swap, gamma=9: quadrature 0.6206, formula 0.6206
two peaks 20 widths apart, gamma=4: minor weight 0.1 -> 0.366
  mean in peak widths: -8.00 -> -2.68
WORKED EXAMPLE: periodic harmonic solid
atoms 512, c = C/k 766.5, gamma 16
T range 300 to 1200 K, ln(Tmax/Tmin) 1.3863
target acceptance 0.25, inverse erfc 0.8134
kT at Tmin: 0.02585 eV
mean U unbiased 19.816 eV, biased 20.203 eV
mean shift 0.388 eV = 1.96 percent of the mean
std of U unbiased 0.716 eV, biased 2.891 eV
variance ratio 16.31
gamma 1: intervals Gaussian 23.59, harmonic 23.59, used 24; replicas 25; acceptance 0.258
gamma 4: intervals Gaussian 11.80, harmonic 11.81, used 12; replicas 13; acceptance 0.258
gamma 16: intervals Gaussian 5.90, harmonic 5.93, used 6; replicas 7; acceptance 0.255
ratio of unrounded harmonic intervals 3.975
biased ladder in K: 300, 378, 476, 600, 756, 952, 1200
effective sample fraction: harmonic 0.347, Gaussian formula 0.348
swap with unbiased replica at Tmin: harmonic 0.311, Gaussian formula 0.312
replicas: unbiased ladder 25, biased ladder 7, biased plus one unbiased 8
tests ok
```
